VPT2 transition dipoles by contact transformation: derivatives, bands and resonance denominators

**1. One oscillator and its overtone**

Take one mode in the dimensionless coordinate q, with [q,p] = i and energies in cm⁻¹:

H = (ω/2)(p² + q²) + λ(φ/6)q³,  M = μ′q + λ(μ″/2)q².

The parameter λ counts orders and is set to 1 at the end. At λ = 0 the overtone 0→2 is dark. Both the dipole curvature μ″ and the cubic force constant φ light it up at order λ.

Instead of correcting the states, I transform the operators. With an anti-Hermitian S, the operator e^(λS) H e^(−λS) has the first-order part H1 + [S,H0]. It vanishes if [H0,S] = H1. From [H0,q] = −iωp and [H0,p] = iωq,

[H0, qpq] = −iω(p²q + qp²) + iωq³,
[H0, p³] = (3iω/2)(p²q + qp²).

In qpq + (2/3)p³ the mixed terms cancel, leaving iωq³. Hence

S = −(iφ/6ω)[qpq + (2/3)p³].

The dipole must undergo the same transformation. Since [p,q] = −i, we have [qpq,q] = −iq² and [p³,q] = −3ip², so the order-λ dipole is

M̃1 = (μ″/2)q² − (μ′φ/6ω)(q² + 2p²).

With ⟨2|q²|0⟩ = 1/√2 and ⟨2|p²|0⟩ = −1/√2,

⟨2|M̃1|0⟩ = (1/(2√2)) [μ″ + μ′φ/(3ω)].

Check by ordinary perturbation theory. For μ″ = 0 the three paths are 0→1→2 with the cubic term first, 0→1→2 with it last, and 0→3→2. They give

(μ′φ/(√2 ω)) (−1/4 + 1/2 − 1/12) = μ′φ/(6√2 ω),

in agreement. The transformation has added the paths before any state was chosen.

**2. Many modes**

The general model is a semirigid asymmetric top at J = 0, with one dipole component in the Eckart frame:

H0 = ½Σω_i(p_i² + q_i²),  H1 = (1/6)Σφ_ijk q_i q_j q_k,
H2 = (1/24)Σφ_ijkl q_i q_j q_k q_l + Σ_α B_α π_α²,
π_α = Σζ^α_ij √(ω_j/ω_i) q_i p_j,
M0 = Σμ_i q_i,  M1 = ½Σμ_ij q_i q_j,  M2 = (1/6)Σμ_ijk q_i q_j q_k.

Sums are unrestricted and subscripts on H and M give the power of λ. Watson's pseudopotential is constant at this order and drops out. Terms linear in J, which produce Herman–Wallis effects, are left out.

Apply U = e^(λ²S2) e^(λS1). Order λ again requires [H0,S1] = H1. At order λ²,

H̃2 = H2 + [S1,H1] + ½[S1,[S1,H0]] + [S2,H0] = K − [H0,S2],  K = H2 + ½[S1,H1],

because [S1,H0] = −H1. Choosing [H0,S2] equal to the off-diagonal part of K leaves a diagonal H̃2. Eigenstates of H are U⁻¹|n⟩, so moments are ⟨f|UMU⁻¹|0⟩ with

M̃1 = M1 + [S1,M0],
M̃2 = M2 + [S1,G] + [S2,M0],  G = M1 + ½[S1,M0].

To solve for S1 at once, use signed labels: b_(+i) = a_i†, b_(−i) = a_i, Ω_(±i) = ±ω_i. Then q_i = (b_(+i) + b_(−i))/√2, and [H0, b_r b_s b_t] = (Ω_r+Ω_s+Ω_t) b_r b_s b_t. Therefore

S1 = N Σ s_rst b_r b_s b_t,  s_rst = φ_rst/(Ω_r+Ω_s+Ω_t),  N = 1/(12√2).

Force constants ignore the sign of a label.

**3. Two-quanta bands**

The commutator [b_(∓k), q_k] = ±1/√2 can remove any of the three factors in S1. With Ω_rs = Ω_r + Ω_s,

[S1,M0] = ⅛ Σ_rs b_r b_s Σ_k φ_rsk μ_k [1/(Ω_rs−ω_k) − 1/(Ω_rs+ω_k)].

The bracket is 2ω_k/(Ω_rs²−ω_k²). Since M1 = ¼Σμ_rs b_r b_s, the total is M̃1 = ¼ΣD_rs b_r b_s, where

D^±_ij = μ_ij + Σ_k φ_ijk μ_k ω_k / [(ω_i ± ω_j)² − ω_k²].

The plus sign belongs to two creators or two annihilators, the minus sign to one of each. Two orderings contribute for i ≠ j, and a†²|0⟩ = √2|2⟩ for equal modes, so

⟨1_i1_j|M|0⟩ = ½D⁺_ij,  ⟨2_i|M|0⟩ = D⁺_ii/(2√2).

For one mode (2ω)² − ω² = 3ω², which restores section 1. For φ = 0 only μ_ij remains. The dangerous denominator, ω_i + ω_j − ω_k, is the Fermi denominator already present in the energies.

**4. The one-body part of K**

Fundamentals need order λ². I count contractions: an annihilator standing left of the creator of the same mode gives 1. In a commutator XY − YX, terms without a contraction between X and Y cancel. The survivors have annihilators of X meeting creators of Y, minus the reverse. A pair contracted inside one operator gives 1 for each mode.

Let κ⁺_il be the amplitude of K for creating quanta in i and l, and κ⁻_il that for moving one quantum from l to i. With outer labels x = +i and y = ±l, there are four sources.

Quartic term: its prefactor is 1/96 in the b operators, and the outer labels can be placed in 4·3 = 12 ways, giving ⅛Σ_kφ_ilkk.

Cubic term with two contractions: there are 3·3·2 = 18 placements, and 18N² = 1/16. The factor ½ in K makes this 1/32. With σ = ω_j + ω_k, each commutator gives 1/(Ω_x−σ) − 1/(Ω_x+σ) = 2σ/(Ω_x²−σ²), and S1 can carry x or y.

Cubic term with a closed pair: again 18 placements. If S1 carries both outer labels, the bracket is 2ω_j/(Ω_xy²−ω_j²). If S1 carries the closed pair, it is −2/ω_j.

Coriolis term: the amplitude of π_α for labels x,y is (i/2)P_xy, with

P_xy = ζ_xy(Ω_y − Ω_x)/√(ω_xω_y).

One contraction in π_α² gives −¼Σ_k(P_(x,−k)P_(k,y) + P_(y,−k)P_(k,x)). For y = −l this equals ¼Σ_kζ_ikζ_lk[(ω_i+ω_k)(ω_l+ω_k) + (ω_k−ω_i)(ω_k−ω_l)]/(ω_k√(ω_iω_l)), whose bracket is 2(ω_k²+ω_iω_l). For y = +l, ω_l changes sign in the bracket.

Together,

κ^±_il = ⅛Σ_k φ_ilkk
 + (1/16)Σ_jk φ_ijkφ_ljk σ [1/(ω_i²−σ²) + 1/(ω_l²−σ²)]
 + (1/16)Σ_jk φ_iljφ_jkk [ω_j/((ω_i±ω_l)²−ω_j²) − 1/ω_j]
 + ½Σ_αk B_α ζ^α_ikζ^α_lk (ω_k² ∓ ω_iω_l)/(ω_k√(ω_iω_l)).

One-mode limit: κ⁻ is the shift of the 0→1 energy. The cubic lines give (φ²/16ω)(−4/3 − 2) = −5φ²/(24ω), the standard result for a cubic oscillator.

**5. Fundamentals**

Now collect ⟨1_i|M̃2|0⟩. Write C^± for D^± with its sum over k halved, as G requires.

M2 has prefactor 1/(12√2) and three places for the outer label: Σ_jμ_ijj/(4√2).

In [S1,G] every type has 3·2 placements and the prefactor 6N/4 = 1/(8√2). If S1 carries i and both other legs meet G, the bracket is

1/(ω_i−σ) − 1/(ω_i+σ) = 2σ/(ω_i²−σ²), multiplying φ_ijk C⁺_jk.

If S1 contains a closed pair, its free leg has s = ∓φ_jkk/ω_j for label ∓j, and G carries i. The result is −(φ_jkk/ω_j)(C⁺_ij + C⁻_ij), the effect of a displaced mean geometry.

In [S2,M0], each amplitude of K is divided by its change of H0. An annihilator of S2 gives κ⁻_il/(ω_i−ω_l), and a creator gives −κ⁺_il/(ω_i+ω_l). The first excludes l = i, because that element is diagonal and not in S2. Thus

√2⟨1_i|M|0⟩ = μ_i + ¼Σ_jμ_ijj
 + ¼Σ_jk φ_ijk C⁺_jk σ/(ω_i²−σ²)
 − ⅛Σ_jk (φ_jkk/ω_j)(C⁺_ij + C⁻_ij)
 + Σ_(l≠i) μ_l κ⁻_il/(ω_i−ω_l) − Σ_l μ_l κ⁺_il/(ω_i+ω_l).

The denominator ω_i − ω_l is new. It describes fundamental i borrowing amplitude from fundamental l. The diagonal κ⁻_ii, which enters the energy, has no counterpart.

*Fermi limit.* Let ω_i = ω_j + ω_k + δ with j ≠ k and small δ. The part of C⁺_jk proportional to μ_i, counted for jk and kj, gives

−¼φ_ijk² μ_i ω_iσ/(ω_i²−σ²)² → −φ_ijk² μ_i/(16δ²).

A two-state estimate agrees. The coupling is W = φ_ijk/(2√2), and normalization lowers the amplitude of 1_i by W²/(2δ²) = φ_ijk²/(16δ²). The energy shift W²/δ has a simple pole, whereas the moment has a double one.

*An apparent pole.* κ^±_il also contains 1/(ω_l²−σ²), which diverges when another fundamental l meets ω_j+ω_k. For one ordered pair (j,k) in the sums, its κ⁻ and κ⁺ contributions, plus the matching part of C⁺_jk, are

⅛φ_ijkφ_ljk μ_l ω_lσ/(ω_l²−σ²) · [1/(ω_i²−ω_l²) − 1/(ω_i²−σ²)].

The bracket is (ω_l²−σ²)/[(ω_i²−ω_l²)(ω_i²−σ²)], so this pole cancels. A list of denominators read term by term can therefore overstate the resonances.

**6. Three-quanta bands**

These first appear at order λ² and need the amplitude of K with four outer labels. The quartic term gives 24/96 = ¼. For the cubic term, 6·6N² = 1/8, halved by K. For π_α², two operator orders give 2(−¼) = −½. Hence

K_xyzw = ¼φ_xyzw + Σ_pairings { ⅛Σ_n φ_xynφ_zwn ω_n [1/(Ω_xy²−ω_n²) + 1/(Ω_zw²−ω_n²)] − ½Σ_αB_αP_xyP_zw },

with the pairings (xy|zw), (xz|yw), (xw|yz).

For the dipole, M2 has six placements. In [S1,G], S1 carries two final labels and G the third, with prefactor 6·2·N/4 = 1/(4√2). Therefore ⟨f|M|0⟩ = T_ijk/√(Π n!), where n are the final quantum numbers and

T_ijk = μ_ijk/(2√2)
 + (1/(4√2)) Σ_(k chosen) Σ_m φ_ijm [C⁺_km/(ω_i+ω_j−ω_m) − C⁻_km/(ω_i+ω_j+ω_m)]
 + (1/√2) Σ_m μ_m [K_(i,j,k,−m)/(ω_i+ω_j+ω_k−ω_m) − K_(i,j,k,+m)/(ω_i+ω_j+ω_k+ω_m)].

"k chosen" means that each of the three quanta in turn takes the place of k.

The same amplitudes give the energy above the ground state:

E(n) = Σ_i n_i(ω_i+κ⁻_ii) + ¼Σ_i n_i(n_i−1)K_(i,i,−i,−i) + Σ_(i<j) n_in_jK_(i,j,−i,−j).

**7. Required data and resonances**

Derivatives at the equilibrium geometry:

- Fundamentals: first derivatives μ_l; second derivatives μ_jk; semidiagonal third derivatives μ_ijj; cubic constants and the quartic constants φ_iikk. The 1-1 term and the pair-creation terms with l ≠ i also need φ_ilkk.
- Two quanta: μ_l, μ_ij and cubic constants.
- Three quanta: also μ_ijk, and φ_ijkm with up to four different indices.

Fundamentals and three-quanta bands also need B_α and ζ^α_ij. The energies use quartic constants of the form φ_iijj. A force field sufficient for VPT2 energies can thus be insufficient for moments.

Resonance denominators:

- Energies: ω_i+ω_j−ω_k, to first power.
- Two-quanta moments: the same type, to first power.
- Fundamental moments: Fermi denominators to first and second power, and ω_i−ω_l.
- Three-quanta moments: Fermi denominators to first power, and ω_i+ω_j+ω_k−ω_m; there is no pole at ω_i = ω_l at this order.

A pole is harmless when its numerator vanishes. K is totally symmetric, so κ⁻_il = 0 for nondegenerate modes of different symmetry species.

When ω_i−ω_l is small, the remedy is not to eliminate that coupling. Omitting it from S2 leaves the effective matrix

[ν_i, κ⁻_il; κ⁻_il, ν_l],  ν_i = ω_i + κ⁻_ii,

and the deperturbed moment m_i° = m_i − μ_lκ⁻_il/[√2(ω_i−ω_l)], likewise for l. The eigenvectors then combine m_i° and m_l°.

**8. Tests at weak coupling**

For a three-mode model without symmetry, H was diagonalized at small λ and the coefficients extrapolated to λ = 0. The parameters are in the numerical output. All 19 states with one to three quanta agree with the formulas, to within 1.5×10⁻⁷ cm⁻¹ in energy and 7.1×10⁻¹² D in moment. Near the 1-1 and 3-1 resonances, the largest moment deviation is 4.8×10⁻⁸ D.

For the Fermi limit, δ was halved from 20 to 10 to 5 cm⁻¹. The ratio of successive changes removes a constant background: a simple pole gives 2 and a double pole 4. The results are 2.00 for the energy and 3.94 for the moment. Simple poles also present in the moment may explain the small departure from 4; they were not isolated.

For the 3-1 case, moving 3ω_3−ω_1 from 250 to −10 cm⁻¹ changes the calculated 3ν_3 moment from 0.0016 to −0.0273 D. Its energy shift moves merely from 81.7 to 83.5 cm⁻¹. The energy gives no warning that the moment formula is failing: at λ = 1, diagonalization gives a 3ν_3 moment of only about 0.006 D in magnitude. The levels 3ν_3 and ν_1 then lie about 50 cm⁻¹ apart, whereas the formula divides by the harmonic gap of 10 cm⁻¹.

**9. The model at full coupling**

Now λ = 1, with ω = 3410, 1530 and 1220 cm⁻¹ and μ_i = 0.10, 0.20 and 0.05 D. For the combination ν_2+ν_3,

D⁺_23 = 0.008 + (−100)(0.10)(3410)/(2750²−3410²) + (60)(0.20)(1530)/(2750²−1530²) + (−50)(0.05)(1220)/(2750²−1220²)
 = 0.0080 + 0.0084 + 0.0035 − 0.0005 = 0.0194 D.

Half of this is 0.0097 D; converged diagonalization gives 0.0093 D. The first mechanical term is as large as the electrical one.

For ν_3, κ⁻_23 = 13.70 cm⁻¹ and the 1-1 contribution is

(0.20)(13.70)/[√2(1220−1530)] = −0.00625 D.

The harmonic moment is 0.03536 D. The other corrections are 0.00035 (third derivative), 0.00035 (cubic loop), 0.00004 (mean displacement) and −0.00094 D (pair creation). The sum is 0.02891 D, against 0.02905 D from diagonalization. Even 310 cm⁻¹ from resonance, 1-1 mixing is the largest correction. It reaches 18% of the harmonic moment although |κ⁻_23/(ω_3−ω_2)| is only 0.044, because this ratio is multiplied by μ_2/μ_3 = 4. Two questions must therefore be kept apart. The 1-1 correction is small beside the harmonic moment if |μ_lκ⁻_il/(ω_i−ω_l)| ≪ |μ_i|. The perturbation formula can be trusted near this resonance only if |κ⁻_il| ≪ |ω_i−ω_l| and also |κ⁻_ii − κ⁻_ll| ≪ |ω_i−ω_l|, so that the harmonic gap is close to the true one. The 3-1 case of section 8 shows what happens when it is not. A weak fundamental can owe most of its moment to borrowing and still be described well.

Over the three fundamentals, the summed absolute error relative to diagonalization falls from 0.0068 D (harmonic) to 0.0003 D. Two-quanta moments are given at leading order and are less accurate: 2ν_2 is −0.0058 instead of −0.0050 D, about 17% too large in magnitude. For ν_2+2ν_3 the leading contributions cancel to the printed precision, while diagonalization gives −0.0002 D. That zero is an accident of these parameters at leading order, not a selection rule.

*Intensity.* For a field of amplitude F, the golden rule averaged over orientations gives the rate πF²|m|²δ(ω−ω_0)/(6ħ²), where ω is now the angular frequency of the light. Multiplying by ħω and dividing by the flux ½ε_0cF² gives the cross-section πω|m|²δ(ω−ω_0)/(3ε_0ħc). Integrated over wavenumber and taken per mole,

A = 2π²N_A ν̃|m|²/(3ε_0hc) = 2.507 ν̃|m|² km/mol,

with ν̃ in cm⁻¹ and m in D in the last form. For ν_1, 2.507 × 3428 × 0.0703² ≈ 42 km/mol. This counts one dipole component and absorption from the ground state.

**10. Closing the 1-1 gap**

Finally, lower ω_2 towards ω_3. Moments below are absolute values, for the lower and then the upper state.

At ω_2−ω_3 = 100 cm⁻¹:
VPT2 0.0152, 0.1449 D; 2×2 0.0151, 0.1435 D; diagonalization 0.0156, 0.1435 D.

At 30 cm⁻¹:
VPT2 0.0318, 0.1566 D; 2×2 0.0226, 0.1425 D; diagonalization 0.0217, 0.1426 D.

At 10 cm⁻¹:
VPT2 0.1662, 0.1902 D; 2×2 0.0580, 0.1320 D; diagonalization 0.0578, 0.1322 D.

The weak VPT2 moment first falls and then rises because it changes sign. Its harmonic part, 0.035 D, is opposed by a borrowed part of about −0.020 D at 100 cm⁻¹ and −0.067 D at 30 cm⁻¹.

At 10 cm⁻¹ the squared VPT2 moments sum to 0.064 D², against 0.021 D² for the 2×2 treatment. A rotation between two states redistributes this sum but cannot change it. The raw formula has created a threefold excess.

The VPT2 energies there are 1242.9 and 1250.2 cm⁻¹, finite but not accurate: diagonalization gives 1231.8 and 1260.5 cm⁻¹. With κ⁻_23 = 14.23 cm⁻¹, the effective matrix has the splitting

√[(7.3)² + 4(14.23)²] = 29.4 cm⁻¹,

close to the 28.7 cm⁻¹ from diagonalization. The missing denominator keeps the VPT2 energies smooth, but the coupling is still there. Regular energies are therefore not evidence that the moments can be trusted; κ⁻_il and the four-label K elements must be examined separately. The same holds for the two-quanta moments, whose formula has no denominator ω_2−ω_3. At 10 cm⁻¹ it gives 0.0067, 0.0083 and 0.0013 D in magnitude for 2ν_3, ν_2+ν_3 and 2ν_2. The three states mix, and diagonalization gives 0.0099, 0.0024 and 0.0031 D in order of energy.

Computed values

```
omega1,2,3 / cm^-1: 3410.0 1530.0 1220.0  B / cm^-1: 10.0
zeta12, zeta13, zeta23: 0.48 0.6 0.64
phi_ijk / cm^-1  111:-600 222:-100 333:80 112:100 113:-80
phi_ijk / cm^-1  122:150 133:120 123:-100 223:60 233:-50
phi_ijkl / cm^-1  1111:100 2222:60 3333:60 1122:30 1133:30
phi_ijkl / cm^-1  2233:30 1123:20 2223:20 2333:20 1112:10
phi_ijkl / cm^-1  1113:10 1222:10 1333:10 1223:10 1233:10
mu_i / D  1:0.1 2:0.2 3:0.05
mu_ij / D  11:-0.02 22:0.01 33:-0.01 12:0.01 13:-0.005 23:0.008
mu_ijk / D  111:0.003 222:-0.002 333:0.002 112:0.001 113:-0.001
mu_ijk / D  122:0.002 133:-0.002 223:0.001 233:0.0015 123:0.002
max deviation, generic, 19 states: 1.5e-07 cm^-1, 7.1e-12 D
max deviation, near 1-1 resonance: 2.1e-07 cm^-1, 2.3e-08 D
max deviation, near 3-1 resonance: 4.2e-07 cm^-1, 4.8e-08 D
Fermi gap halved, growth: energy 2.00, moment 3.94
3w3-w1=250 cm^-1: 3nu3 moment 0.00160 D, shift 81.71 cm^-1
3w3-w1=-10 cm^-1: 3nu3 moment -0.02726 D, shift 83.51 cm^-1
intensity factor: 2.50664 km/mol per (cm^-1 D^2)
state | VPT2 E/cm^-1, moment/D, A/(km/mol) | diag. E, moment
100 | 3428.1 0.07027 42.4261 | 3427.5 0.07026
010 | 1550.0 0.14163 77.9387 | 1550.2 0.14149
001 | 1243.2 0.02891 2.6044 | 1242.3 0.02905
002 | 2490.5 -0.00720 0.3233 | 2487.3 -0.00794
011 | 2802.5 0.00970 0.6611 | 2800.8 0.00932
020 | 3099.7 -0.00583 0.2638 | 3101.4 -0.00499
101 | 4700.7 -0.00451 0.2395 | 4697.3 -0.00473
110 | 5009.9 0.00724 0.6586 | 5007.2 0.00692
200 | 6843.9 -0.00894 1.3705 | 6844.7 -0.00848
003 | 3741.7 0.00160 0.0241 | 3734.5 0.00144
012 | 4058.9 0.00000 0.0000 | 4053.3 -0.00020
021 | 4361.2 0.00200 0.0437 | 4360.9 0.00197
fundamentals, summed moment error: harmonic 0.00684 D, VPT2 0.00029 D
nu3 moment / D: harmonic 0.03536
  third derivative: 0.00035
  cubic loop: 0.00035
  mean displacement: 0.00004
  pair creation: -0.00094
  1-1 mixing: -0.00625
1-1 scan: energies / cm^-1 and |moments| / D, lower then upper
w2-w3=310 cm^-1, kappa=13.70 cm^-1
  VPT2: 1243.2 1550.0 | 0.0289 0.1416
  2x2: 1242.6 1550.6 | 0.0289 0.1415
  diag: 1242.3 1550.2 | 0.0290 0.1415
w2-w3=100 cm^-1, kappa=14.04 cm^-1
  VPT2: 1243.0 1340.1 | 0.0152 0.1449
  2x2: 1241.0 1342.1 | 0.0151 0.1435
  diag: 1240.8 1341.6 | 0.0156 0.1435
w2-w3=30 cm^-1, kappa=14.19 cm^-1
  VPT2: 1242.9 1270.2 | 0.0318 0.1566
  2x2: 1236.9 1276.2 | 0.0226 0.1425
  diag: 1236.8 1275.6 | 0.0217 0.1426
w2-w3=10 cm^-1, kappa=14.23 cm^-1
  VPT2: 1242.9 1250.2 | 0.1662 0.1902
  2x2: 1231.9 1261.3 | 0.0580 0.1320
  diag: 1231.8 1260.5 | 0.0578 0.1322
```
